# Electron–electron cusp slopes from partial waves in the relative coordinate

## First derivation: a recursion in powers of the separation

### What goes wrong with a smooth wavefunction

Suppose that a two-electron wavefunction $\psi$ is smooth where the electrons meet, and does not vanish there. Any finite sum of products of smooth orbitals is smooth in this sense. Apply the Hamiltonian $H$ and divide by $\psi$. For an exact eigenfunction the quotient $(H\psi)/\psi$ equals the energy $E$ at every point. For the smooth function the kinetic part of the quotient stays finite as the separation $r$ goes to zero, while the repulsion contributes $1/r$. The quotient therefore diverges, however good the average energy may be.

The kinetic energy must supply a term that cancels this divergence, and for that $\psi$ must have a kink at $r=0$. The strength of the kink depends on how the two electrons approach each other. A kink that is right for a singlet pair is wrong for a triplet pair, and the divergence then returns with the opposite sign, as shown below. The same kink fixes the relative slope of the pair density at contact, and so constrains models of the exchange-correlation hole for the Coulomb repulsion.

### Coordinates and assumptions

Hartree atomic units are used: lengths are in bohr and energies in hartree. The electrons are non-relativistic, there is no vector potential, and the external potential $v$ is multiplicative. The repulsion between electrons $i$ and $j$ is $\lambda/r_{ij}$. The physical value is $\lambda=1$; keeping $\lambda$ general costs nothing and is useful for the adiabatic connection.

For electrons 1 and 2 define

$$\mathbf r=\mathbf r_1-\mathbf r_2,\qquad \mathbf R=\tfrac12(\mathbf r_1+\mathbf r_2).$$

The chain rule gives $\nabla_1=\tfrac12\nabla_R+\nabla_r$ and $\nabla_2=\tfrac12\nabla_R-\nabla_r$. When the squares are added, the mixed terms cancel:

$$-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2=-\tfrac12\left(\tfrac12\nabla_R^2+2\nabla_r^2\right)=-\nabla_r^2-\tfrac14\nabla_R^2 .$$

The coefficient of $-\nabla_r^2$ is 1 and not $\tfrac12$, because the reduced mass of two electrons is $\tfrac12$.

Let $X$ stand for $\mathbf R$ and the positions of all other electrons. The Hamiltonian does not act on spin, so each spin component of the wavefunction obeys the same spatial equation,

$$\left[-\nabla_r^2+\frac{\lambda}{r}+K+W(\mathbf r)\right]\psi=0. \tag{1}$$

Here $K$ is the kinetic energy of the coordinates $X$. The function $W$ collects the external potential, all other repulsions, and $-E$.

The point studied is one where only electrons 1 and 2 meet, away from nuclei and from other electrons. There $W$ is smooth in $\mathbf r$ and has a Taylor expansion

$$W=\sum_{k\ge0}r^kW_k(\Omega),$$

where $\Omega$ is the direction of $\mathbf r$ and $r^kW_k$ is a homogeneous polynomial of degree $k$ in the components of $\mathbf r$. The coefficients depend on $X$.

The statement to be derived concerns the component of $\psi$ along the spherical harmonic $Y_{lm}(\Omega)$:

$$\psi_{lm}(r)=c_{lm}\,r^l\left[1+\frac{\lambda r}{2(l+1)}+O(r^2)\right]. \tag{2}$$

The amplitude $c_{lm}$ depends on $X$; the slope in the bracket does not. The form (2) applies where $c_{lm}\ne0$; where $c_{lm}$ vanishes, the terms in $r^l$ and $r^{l+1}$ are both absent and the wave starts at $r^{l+2}$ or later.

### Which harmonics a polynomial contains

The derivation rests on one fact: on the unit sphere, a homogeneous polynomial of degree $k$ contains only harmonics with $l=k,k-2,k-4,\dots$, ending at 0 or 1. To see this, note that the functions $r^{k-l}\,r^lY_{lm}$ with these values of $l$ are themselves homogeneous polynomials of degree $k$, because $r^lY_{lm}$ is a polynomial and $k-l$ is even. They are linearly independent, and their number is

$$(2k+1)+(2k-3)+\dots=\tfrac12(k+1)(k+2).$$

This is also the number of monomials $x^ay^bz^c$ with $a+b+c=k$. The functions therefore span the whole space of such polynomials.

Two consequences follow. First, multiplying a harmonic of order $l'$ by $W_k$ gives harmonics of order at most $l'+k$, since the product is the restriction to the sphere of a polynomial of degree $l'+k$. Second, the $l$ component of any smooth function consists of $r^l$ times even powers of $r$. It has no relative linear term, so sums of products of smooth orbitals have slope zero in every partial wave.

### The recursion

The first derivation assumes that $\psi$ is bounded and has an expansion

$$\psi=\sum_{n\ge0}r^n\,\Phi_n(\Omega;X) \tag{3}$$

that may be differentiated term by term. The expansion need not converge; it is enough that it describes $\psi$ order by order as $r\to0$. Odd $n$ may accompany even harmonics, so kinks are allowed but not imposed.

The Laplacian acts on one term as

$$\nabla_r^2\left(r^n\Phi_n\right)=r^{n-2}\left[n(n+1)-L^2\right]\Phi_n .$$

The radial part follows from $r^{-2}(r^2\,n r^{n-1})'=n(n+1)r^{n-2}$, and $L^2$ is the squared angular momentum of the relative motion, with $L^2Y_{lm}=l(l+1)Y_{lm}$.

Insert (3) into (1) and collect the coefficient of $r^{n-2}$. The repulsion lowers the power by one, so it contributes $\lambda\Phi_{n-1}$. The operator $K$ leaves the power unchanged and contributes $K\Phi_{n-2}$. The term $r^kW_k$ raises the power by $k$ and contributes $W_k\Phi_{n-2-k}$. Moving the Laplacian term to the left and taking the component of order $l$ gives

$$\left[n(n+1)-l(l+1)\right]\Phi_{n,l}=\lambda\,\Phi_{n-1,l}+S_{n,l}, \tag{4}$$

$$S_n=K\Phi_{n-2}+\sum_{k=0}^{n-2}W_k\,\Phi_{n-2-k}. \tag{5}$$

Terms with a negative index are zero.

### The lowest orders

For $n=0$ the right side of (4) vanishes, and $-l(l+1)\Phi_{0,l}=0$. Hence $\Phi_0$ has only an $l=0$ part, which is free. This part is the value of $\psi$ at contact.

For $n=1$ the source $S_1$ is still zero, and

$$\left[2-l(l+1)\right]\Phi_{1,l}=\lambda\Phi_{0,l}.$$

The case $l=0$ gives $\Phi_{1,0}=\tfrac{\lambda}{2}\Phi_{0,0}$, the slope $\tfrac12$ at $\lambda=1$. The case $l=1$ reads $0=0$ and leaves $\Phi_{1,1}$ free. For $l\ge2$ the component vanishes.

For $n=2$ the source is $S_2=(K+W_0)\Phi_0$, which has only an $l=0$ part. The $l=1$ equation is therefore

$$(6-2)\,\Phi_{2,1}=\lambda\Phi_{1,1},\qquad \Phi_{2,1}=\tfrac{\lambda}{4}\Phi_{1,1}.$$

This is the slope $\tfrac14$. The $l=0$ equation,

$$6\,\Phi_{2,0}=\lambda\Phi_{1,0}+(K+W_0)\Phi_{0,0},$$

shows where the surroundings enter. The quadratic term of the $l=0$ wave depends on the energy, on the external potential and on the motion of the pair as a whole, whereas its linear term does not.

### General angular momentum

The claim is that $\Phi_n$ contains only harmonics with $l\le n$. It holds for $n=0$. Assume it for all smaller indices. Then $K\Phi_{n-2}$ contains orders up to $n-2$, because $K$ does not act on $\Omega$. The product $W_k\Phi_{n-2-k}$ contains orders up to $k+(n-2-k)=n-2$. So $S_n$ contains only $l\le n-2$.

Now take $l>n$ in (4). The factor on the left is nonzero, while both terms on the right vanish. Hence $\Phi_{n,l}=0$, which completes the induction. Each partial wave therefore starts no earlier than $r^l$.

At $n=l$ the factor on the left is zero. The right side is also zero, since $\Phi_{l-1}$ and $S_l$ contain no component of order $l$. The equation is satisfied and $\Phi_{l,l}$ remains free. Had the right side not vanished, no pure power could have balanced it and a term $r^l\ln r$ would have been required. For $n>l$ the factor is positive, so the recursion never calls for a logarithm at a simple two-electron meeting point.

The next order, $n=l+1$, gives the slope. The factor is

$$(l+1)(l+2)-l(l+1)=2(l+1),$$

and $S_{l+1}$ contains orders only up to $l-1$. Therefore

$$2(l+1)\,\Phi_{l+1,l}=\lambda\,\Phi_{l,l},\qquad
\Phi_{l+1,l}=\frac{\lambda}{2(l+1)}\,\Phi_{l,l}, \tag{6}$$

which is (2).

Equation (6) also settles the question raised at the start. If a trial wave behaves as $r^lY_{lm}(1+ar)$, the divergent part of $(H\psi)/\psi$ is $[\lambda-2(l+1)a]/r$. At $\lambda=1$, a triplet pair with $l=1$ that is given the singlet slope $a=\tfrac12$ has the divergent part $(1-2)/r=-1/r$. This is as large as the divergence of the smooth function, with the opposite sign.

### Spin, and what the slopes refer to

Exchange of the two positions changes $\mathbf r$ to $-\mathbf r$, and $Y_{lm}$ is then multiplied by $(-1)^l$. A singlet pair has an antisymmetric spin function and so a symmetric spatial function, with even $l$. A triplet pair has odd $l$. Through the leading orders,

$$\psi_{\rm singlet}=\psi(0)\left(1+\tfrac{\lambda r}{2}\right)+O(r^2), \tag{7}$$

$$\psi_{\rm triplet}=\mathbf r\cdot\mathbf w\left(1+\tfrac{\lambda r}{4}\right)+O(r^3). \tag{8}$$

The vector $\mathbf w$ depends on $X$. The error in (8) is of third order because $\Phi_2$ contains only $l\le2$, and the only odd value in that range is $l=1$. The triplet slope $\tfrac14$ belongs to the factor that multiplies the linear function $\mathbf r\cdot\mathbf w$. It is not the derivative of $\psi$ at contact, which is set by $\mathbf w$.

If $\psi(0)$ vanishes for all $X$, a singlet pair starts at $l=2$ or higher, and for $l=2$ the slope is $\tfrac16$ at $\lambda=1$. If $\mathbf w$ vanishes for all $X$, a triplet pair may start at $l=3$, with slope $\tfrac18$.

In a state with more than two electrons, two electrons of equal spin have odd $l$ only. Two electrons of opposite spin are in general neither a pure singlet nor a pure triplet pair, and then

$$\psi=\psi(0)\left(1+\tfrac{\lambda r}{2}\right)+\mathbf r\cdot\mathbf w+O(r^2).$$

Along a fixed direction the derivative of $\psi$ at contact is $\tfrac{\lambda}{2}\psi(0)+\hat{\mathbf r}\cdot\mathbf w$. Averaging over directions removes the second term and leaves the relative slope $\lambda/2$.

## Second derivation: integrating the radial equation

### What is taken over

As before, $\mathbf r$ is the separation of the two electrons, $X$ denotes all other coordinates, and $\lambda/r$ is the repulsion. The wavefunction obeys (1), $[-\nabla_r^2+\lambda/r+K+W]\psi=0$, where $K$ acts on $X$ and $W$ is smooth near $r=0$. The first derivation assumed an expansion in powers of $r$ and found that the partial wave $\psi_{lm}$ behaves as $r^l[1+\lambda r/(2(l+1))+O(r^2)]$. It also showed that a Taylor polynomial of degree below $l$ has no component of order $l$. Even $l$ belongs to singlet pairs and odd $l$ to triplet pairs. The expansion is not used in what follows.

### The radial equation

Let $g_{lm}$ be the component of $(K+W)\psi$ along $Y_{lm}$. Projecting (1) on $Y_{lm}$ for $r>0$ gives

$$\psi_{lm}''+\frac2r\psi_{lm}'-\frac{l(l+1)}{r^2}\psi_{lm}=\frac{\lambda}{r}\psi_{lm}+g_{lm}. \tag{9}$$

Write $\psi_{lm}=r^lf$. Then

$$\psi_{lm}'=r^lf'+l\,r^{l-1}f,$$

$$\psi_{lm}''=r^lf''+2l\,r^{l-1}f'+l(l-1)r^{l-2}f .$$

The terms in $f$ without a derivative have the coefficient $l(l-1)+2l-l(l+1)=0$ on the left side of (9). The terms in $f'$ add up to $(2l+2)r^{l-1}f'$. Division by $r^l$ leaves

$$f''+\frac{2(l+1)}{r}f'=\frac{\lambda}{r}f+r^{-l}g_{lm}. \tag{10}$$

The left side is the radial Laplacian of a spherically symmetric function in $D=2l+3$ dimensions, for which the coefficient of $f'/r$ is $D-1$. The slope $\lambda/(D-1)$ that results is smaller for larger $l$ because the centrifugal barrier acts like additional dimensions. The singlet value $\tfrac12$ belongs to three dimensions and the triplet value $\tfrac14$ to five.

### Integration and an error bound

The second derivation assumes two bounds on an interval $0<r\le r_0$:

$$|\psi_{lm}|\le C\,r^l,\qquad |g_{lm}|\le M\,r^l. \tag{11}$$

Multiply (10) by $r^{2l+2}$. The left side becomes a total derivative:

$$\left(r^{2l+2}f'\right)'=\lambda r^{2l+1}f+r^{l+2}g_{lm}.$$

By (11) the right side is integrable down to $r=0$, so

$$r^{2l+2}f'(r)=B+\int_0^r\left[\lambda s^{2l+1}f(s)+s^{l+2}g_{lm}(s)\right]ds, \tag{12}$$

with a constant $B$. If $B$ were nonzero, $f$ would contain $-B\,r^{-2l-1}/(2l+1)$, which contradicts $|f|\le C$. Hence $B=0$. This step discards the irregular solution, for which $\psi_{lm}$ grows as $r^{-l-1}$.

The bounds (11) now limit the derivative:

$$|f'(r)|\le\frac{|\lambda|C}{2l+2}+\frac{M r_0}{2l+3}\equiv F .$$

A function with bounded derivative has a limit $f(0)$ at the origin, and $|f(s)-f(0)|\le Fs$. Replace $f(s)$ by $f(0)$ in the first term of (12). The main part is

$$\lambda f(0)\int_0^rs^{2l+1}ds=\frac{\lambda f(0)}{2l+2}\,r^{2l+2}.$$

The replacement changes the integral by at most $|\lambda|F\,r^{2l+3}/(2l+3)$. The second term of (12) is at most $M\,r^{2l+3}/(2l+3)$. After division by $r^{2l+2}$,

$$\left|f'(r)-\frac{\lambda f(0)}{2(l+1)}\right|\le\frac{|\lambda|F+M}{2l+3}\,r. \tag{13}$$

As $r\to0$ this gives $f'(0)=\lambda f(0)/(2(l+1))$, the same slope as in (2).

The argument also shows what happens when the repulsion is softened. If $\lambda/r$ is replaced by an interaction that stays finite at $r=0$, as the long-range part in range-separated functionals does, the first term under the integral in (12) is of order $s^{2l+2}$. Its contribution to $f'$ is of order $r$, and the slope at the origin is zero.

### What each derivation assumes

The recursion assumes that $\psi$ has an expansion in non-negative integer powers of $r$ that can be differentiated term by term. From this it derives the leading power $r^l$ and the fact that coupling to other partial waves cannot change the slope. Logarithms are excluded by the assumption itself; the recursion shows only that this exclusion is consistent, since no order calls for one. It has to treat all partial waves together, since $W$ mixes them. It gives no bound on the remainder at a finite separation.

The integration assumes no expansion. It treats one partial wave at a time and supplies the error bound (13). In return, the threshold behaviour $r^l$ enters through (11) as an assumption. How strong that assumption is depends on $l$:

- For $l=0$ it says only that the spherical averages of $\psi$ and $(K+W)\psi$ are bounded.
- For $l=1$ it follows if $\psi$ and $(K+W)\psi$ change by at most a constant times $r$ between contact and separation $r$. The value at contact is independent of direction and has no $l=1$ component, so only the change contributes.
- For $l\ge2$ it follows if $\psi=A+rB$ with $A$ and $B$ smooth in $\mathbf r$ and $X$. The Taylor terms of degree below $l$ have no component of order $l$, so $A$ contributes at order $r^l$ and $rB$ at order $r^{l+1}$. The functions $K\psi$ and $W\psi$ have the same form.

For the singlet and triplet slopes the second derivation therefore needs less than the first. For higher partial waves it borrows structural information that the first derivation obtains from its expansion.

The recursion needs a $W$ that is smooth at $r=0$, while the integration needs only the bounds (11). If a nucleus lies at distance $d$ from $\mathbf R$, one of the electrons reaches it at $r=2d$. $W$ is smooth only below this separation, a range that shrinks to nothing as $d\to0$. The constant $M$ in (11) can grow without limit at the same time. For $l=0$ it grows as $1/d$ when $\psi$ does not vanish at the triple point, because the attraction to the nucleus is only partly cancelled by $K\psi$. A third electron at distance $d$ from $\mathbf R$ limits the smoothness of $W$ in the same way. At the triple meeting points themselves $W$ is not smooth, so the recursion does not apply, and the bounds (11) needed for the integration can fail.

### Consequences for the pair density

For two electrons, square (7) and (8) and average over the directions of $\mathbf r$. The average of $(\hat{\mathbf r}\cdot\mathbf w)^2$ is $|\mathbf w|^2/3$ for real $\mathbf w$, so

$$\overline{|\psi|^2}=|\psi(0)|^2(1+\lambda r)+O(r^2)\quad\text{(singlet)},$$

$$\overline{|\psi|^2}=\tfrac13|\mathbf w|^2r^2\left(1+\tfrac{\lambda r}{2}\right)+O(r^4)\quad\text{(triplet)}.$$

The relative slopes are twice those of the wavefunction.

Along the adiabatic connection the external potential changes with $\lambda$ so as to keep the density fixed. Provided that it remains smooth at the point considered, the wavefunction slope is $\lambda/(2(l+1))$ at each coupling strength. It vanishes for the noninteracting Kohn–Sham state. For a singlet pair, a model of the hole averaged over $\lambda$ must weight these slopes with the contact density at each $\lambda$, because $|\psi(0)|^2$ also depends on $\lambda$. For a triplet pair the contact density is zero, and $|\mathbf w|^2$ takes its place as the weight.

### An exact case

Two electrons in the harmonic trap $\tfrac12\omega^2x^2$, where $x$ is the distance from the centre, have the relative potential $\tfrac14\omega^2r^2$. With $\lambda=1$ and relative energy $\varepsilon$, the factor $f$ obeys

$$-f''-\frac{2(l+1)}{r}f'+\frac fr+\frac{\omega^2r^2}{4}f=\varepsilon f .$$

Try $f=(1+ar)\,e^{-\omega r^2/4}$. Differentiation gives

$$f'=\left[a-\tfrac{\omega r}{2}(1+ar)\right]e^{-\omega r^2/4},$$

$$f''=\left[-\omega ar-\tfrac{\omega}{2}(1+ar)+\tfrac{\omega^2r^2}{4}(1+ar)\right]e^{-\omega r^2/4}.$$

The terms with $\omega^2r^2$ cancel against the trap. The remaining powers of $r$ require

$$r^{-1}:\quad 1-2(l+1)a=0,$$

$$r^{0}:\quad \left(l+\tfrac32\right)\omega+a=\varepsilon,$$

$$r^{1}:\quad a\omega+a\left(l+\tfrac32\right)\omega=\varepsilon a .$$

The first line is the cusp condition. The third gives $\varepsilon=(l+\tfrac52)\omega$, and the second then gives $a=\omega$. This simple solution therefore exists at $\omega=1/(2(l+1))$. For $l=0$ and $\omega=0.5$ hartree, the centre of mass adds $\tfrac32\omega$, and the total is $4\omega=2$ hartree. The numerical solver used below reproduces this value.

### A trap that mixes partial waves

A stricter check needs a potential that couples $\mathbf r$ to $\mathbf R$. Take $v(x)=\tfrac12\omega^2x^2+\kappa x^4$ with $\omega=0.5$ hartree and $\kappa=0.05$ hartree/bohr$^4$. With $A=R^2+r^2/4$, the squared distances of the electrons from the centre are $A\pm\mathbf R\cdot\mathbf r$, and the trap energy is

$$\omega^2A+2\kappa A^2+2\kappa(\mathbf R\cdot\mathbf r)^2 .$$

The last term depends on the angle between $\mathbf R$ and $\mathbf r$ and mixes $l$ with $l\pm2$.

The lowest singlet and triplet states of zero total orbital angular momentum were computed by diagonalization at $\lambda=1$, in a basis that imposes neither $r^l$ nor a cusp. Their energies are 2.896 and 4.739 hartree. The singlet state has a weight of 0.0015 in $l=2$, and the triplet state a weight of 0.0024 in $l=3$.

The local slope $f'/f$ should approach $1/(2(l+1))$ as $r\to0$. For the $l=0$ wave at $R=1$ bohr it is 0.3946 at $r=0.15$ bohr and 0.2010 at $r=0.45$ bohr, in units of 1/bohr. A straight line through these two values meets $r=0$ at

$$0.3946+\frac{0.3946-0.2010}{0.45-0.15}\times0.15=0.491 .$$

The same construction for the other waves, and a polynomial through seven separations from 0.15 to 1.05 bohr extrapolated to $r=0$, give the following slopes in 1/bohr.

| $l$ | two points | seven points | $1/(2(l+1))$ |
|---|---|---|---|
| 0 | 0.491 | 0.5000 | 0.5000 |
| 1 | 0.248 | 0.2500 | 0.2500 |
| 2 | 0.171 | 0.1667 | 0.1667 |
| 3 | 0.127 | 0.1250 | 0.1250 |

The seven-point values are the same, to the digits shown, at $R=0.5$, 1.0 and 1.5 bohr. The coupling between partial waves influences how much of each wave is present, but not its initial slope.

The cusp governs only a small region in this trap. At $R=1$ bohr and $r=0.45$ bohr the local slope is already slightly negative for $l=1$, $-0.009$ per bohr, and it is $-0.099$ per bohr for $l=3$. This does not conflict with (13), which allows a deviation proportional to $r$.

The computed pair densities have relative slopes of 1.0000 per bohr for the singlet and 0.5000 per bohr for the triplet. With the repulsion halved in the same trap, the leading wavefunction slopes become 0.2500 and 0.1250 per bohr, and without repulsion they vanish. The trap was held fixed in these runs, not the density, so they test the dependence on $\lambda$ but do not follow the adiabatic connection itself. The numerical check asserts these slopes and the leading powers to within 0.002.

In other units, the physical slopes are 0.9449 per ångström for the leading singlet wave and 0.4724 per ångström for the leading triplet wave.

## Calculated quantities

```
Harmonic trap, numerical energy against closed form (hartree):
  singlet, omega = 0.5: 2.000000, exact 2.000000
  triplet, omega = 0.25: 1.500000, exact 1.500000
Quartic trap: omega = 0.5 hartree, kappa = 0.05 hartree/bohr^4
singlet: energy = 2.8963 hartree
  energy rise without l = 4: 2.3e-05 hartree
  l = 0: weight in the state = 9.985e-01
    R = 0.5 bohr: power 0.000, slope 0.5000 /bohr
    R = 1.0 bohr: power 0.000, slope 0.5000 /bohr
      local slope at r = 0.15, 0.45 bohr: 0.3946, 0.2010 /bohr
    R = 1.5 bohr: power 0.000, slope 0.5000 /bohr
  l = 2: weight in the state = 1.488e-03
    R = 0.5 bohr: power 2.000, slope 0.1667 /bohr
    R = 1.0 bohr: power 2.000, slope 0.1667 /bohr
      local slope at r = 0.15, 0.45 bohr: 0.1074, -0.0201 /bohr
    R = 1.5 bohr: power 2.000, slope 0.1667 /bohr
  pair density: power 0.000, slope 1.0000 /bohr
  strength 0.5: l = 0 slope 0.2500 /bohr
  strength 0.0: l = 0 slope 0.0000 /bohr
triplet: energy = 4.7387 hartree
  energy rise without l = 5: 5.4e-05 hartree
  l = 1: weight in the state = 9.976e-01
    R = 0.5 bohr: power 1.000, slope 0.2500 /bohr
    R = 1.0 bohr: power 1.000, slope 0.2500 /bohr
      local slope at r = 0.15, 0.45 bohr: 0.1622, -0.0087 /bohr
    R = 1.5 bohr: power 1.000, slope 0.2500 /bohr
  l = 3: weight in the state = 2.424e-03
    R = 0.5 bohr: power 3.000, slope 0.1250 /bohr
    R = 1.0 bohr: power 3.000, slope 0.1250 /bohr
      local slope at r = 0.15, 0.45 bohr: 0.0515, -0.0986 /bohr
    R = 1.5 bohr: power 3.000, slope 0.1250 /bohr
  pair density: power 2.000, slope 0.5000 /bohr
  strength 0.5: l = 1 slope 0.1250 /bohr
  strength 0.0: l = 1 slope 0.0000 /bohr
Slope formula 1/(2(l+1)), in 1/bohr and 1/angstrom:
  l = 0: 0.5000 /bohr = 0.9449 /angstrom
  l = 1: 0.2500 /bohr = 0.4724 /angstrom
  l = 2: 0.1667 /bohr = 0.3150 /angstrom
  l = 3: 0.1250 /bohr = 0.2362 /angstrom
```
